# Spin-density-wave gap of a one-dimensional Hartree-Fock gas with contact repulsion: a numerical check

```python
"""
Hartree-Fock spin-density wave of a one-dimensional gas with contact repulsion.

Result under test (spiral wave, wave vector Q = 2 kF, zero temperature):
    Delta = 4 eF / sinh(1/lam),   lam = g / (2 pi hbar vF),
which tends to 8 eF exp(-1/lam) at weak coupling.
The energy change per electron is -2 eF (coth(1/lam) - 1).

g      contact coupling in H = kinetic + g * integral of n_up n_down
Delta  g * |<psi_down^dagger psi_up>|, half of the gap at the crossing
kF, eF, vF  Fermi wave number, energy and velocity of the paramagnet
Internal units: kF = 1 and eF = 1, hence hbar^2/2m = 1 and hbar vF = 2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

HV = 2.0  # hbar vF in internal units


def coupling(lam):
    return 2 * np.pi * HV * lam


def gap_formula(lam):
    return 4 / np.sinh(1 / lam)


def gain_formula(lam):
    """Energy lowering per electron, 2 (coth(1/lam) - 1)."""
    return 4 / np.expm1(2 / lam)


def wick_error():
    """Pair density of a random two-particle determinant in Fock space."""
    rng = np.random.default_rng(3)
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, one = np.diag([1.0, -1.0]), np.eye(2)
    ops = []
    for mode in range(4):
        op = np.eye(1)
        for i in range(4):
            op = np.kron(op, sign if i < mode else lower if i == mode else one)
        ops.append(op)
    raw = rng.normal(size=(4, 2)) + 1j * rng.normal(size=(4, 2))
    orb = np.linalg.qr(raw)[0]
    state = np.zeros(16, complex)
    state[0] = 1
    for a in range(2):
        state = sum(orb[i, a] * ops[i].T for i in range(4)) @ state
    pair = ops[0].T @ ops[0] @ ops[1].T @ ops[1]
    direct = np.vdot(state, pair @ state).real
    rho = orb @ orb.conj().T
    wick = (rho[0, 0] * rho[1, 1]).real - abs(rho[0, 1]) ** 2
    return abs(direct - wick)


def ring_spiral(lam, half_shell=5, iterations=30):
    """Spinor Hartree-Fock on a ring, with fields free to vary in space.

    The iteration count is limited because the spiral is unstable towards
    other waves, and rounding errors would eventually grow.
    """
    g = coupling(lam)
    shell = 2 * half_shell + 1
    step = 2 / shell
    length = 2 * np.pi / step
    p = step * np.arange(-4 * half_shell - 2, 4 * half_shell + 3)
    nb, nx = len(p), 96
    x = length * np.arange(nx) / nx
    wave = np.exp(1j * np.outer(x, p)) / np.sqrt(length)

    def matrix(field):
        return wave.conj().T @ (field[:, None] * wave) * length / nx

    up = np.full(nx, shell / length)
    down = up.copy()
    flip = 0.1 * np.exp(-2j * x)
    for _ in range(iterations):
        ud = matrix(-g * flip)
        fock = np.block([[np.diag(p**2) + matrix(g * down), ud],
                         [ud.conj().T, np.diag(p**2) + matrix(g * up)]])
        vec = np.linalg.eigh(fock)[1][:, :2 * shell]
        phi_up, phi_down = wave @ vec[:nb], wave @ vec[nb:]
        up = np.sum(abs(phi_up) ** 2, axis=1)
        down = np.sum(abs(phi_down) ** 2, axis=1)
        flip = np.sum(phi_down.conj() * phi_up, axis=1)
    ripple = max(np.ptp(up), np.ptp(down), np.ptp(abs(flip)))
    return g * np.mean(abs(flip)), ripple


def spiral_levels(k, delta):
    blocks = np.zeros((len(k), 2, 2))
    blocks[:, 0, 0] = (k - 1) ** 2
    blocks[:, 1, 1] = (k + 1) ** 2
    blocks[:, 0, 1] = blocks[:, 1, 0] = -delta
    return np.linalg.eigvalsh(blocks)


def filling_is_right(delta):
    step = 0.01
    k = -6 + step * (np.arange(1200) + 0.5)
    levels = spiral_levels(k, delta)
    chosen = np.argsort(levels.ravel())[:400]
    filled = np.zeros(levels.size, bool)
    filled[chosen] = True
    filled = filled.reshape(levels.shape)
    return np.array_equal(filled[:, 0], abs(k) < 2) and not filled[:, 1].any()


def trial_energy(d, g):
    """Energy per length, relative to the paramagnet, of a trial spiral."""
    cuts = [c for c in (d, 10 * d, 100 * d) if c < 2]

    def kinetic(k):
        r = np.hypot(HV * k, d)
        return HV * k * d**2 / (r * (r + HV * k)) / np.pi

    def order(k):
        return d / (2 * np.hypot(HV * k, d)) / np.pi

    opts = dict(points=cuts, epsabs=1e-14, epsrel=1e-11, limit=200)
    t = quad(kinetic, 0, 2, **opts)[0]
    s = quad(order, 0, 2, **opts)[0]
    return t - g * s**2


def best_spiral(lam):
    g = coupling(lam)
    res = minimize_scalar(lambda y: trial_energy(np.exp(y), g),
                          bounds=(np.log(1e-6), 0.0), method="bounded",
                          options=dict(xatol=1e-7))
    return np.exp(res.x), -res.fun * np.pi / 2


def collinear(lam, iterations=250):
    """Self-consistent collinear wave: half gap and gain per electron."""
    g = coupling(lam)
    orders = np.arange(-3, 4)
    size = len(orders)
    node, weight = np.polynomial.legendre.leggauss(100)
    scale = 0.02
    top = np.arcsinh(1 / scale)
    u = 0.5 * top * (node + 1)
    k = 1 - scale * np.sinh(u)
    w = 0.5 * top * weight * scale * np.cosh(u) / np.pi
    index = abs(orders[:, None] - orders[None, :])
    parity = (-1.0) ** np.arange(size)
    pot = np.zeros(size)
    pot[1] = -0.1
    kin = (k[:, None] + 2 * orders) ** 2
    for _ in range(iterations):
        ham = np.tile(pot[index], (len(k), 1, 1))
        ham[:, np.arange(size), np.arange(size)] += kin
        c = np.linalg.eigh(ham)[1][:, :, 0]
        rho = np.array([w @ np.sum(c[:, :size - m] * c[:, m:], axis=1)
                        for m in range(size)])
        pot = g * parity * rho
        pot[0] = 0.0
    edge = np.linalg.eigvalsh(np.diag((1.0 + 2 * orders) ** 2) + pot[index])
    kinetic = 2 * (w @ (np.sum(c**2 * kin, axis=1) - k**2))
    interaction = 2 * g * np.sum(parity[1:] * rho[1:] ** 2)
    return 0.5 * (edge[1] - edge[0]), -(kinetic + interaction) * np.pi / 2


# Model parameters and conversion factors
density = 5.0      # 1/nm
g_example = 0.8    # eV nm
kf = np.pi * density / 2
ef = const.hbar**2 / (2 * const.m_e) / const.e * 1e18 * kf**2
hbar_vf = 2 * ef / kf
lam = g_example / (2 * np.pi * hbar_vf)
delta = gap_formula(lam)

# Determinant pair density
wick = wick_error()
assert wick < 1e-12

# Spatially unrestricted iteration, at a coupling where a small ring suffices
lam_ring = 0.4
ring_gap, ripple = ring_spiral(lam_ring)
assert ripple < 1e-5
assert abs(ring_gap / gap_formula(lam_ring) - 1) < 2e-3

# Filling of the bands
for value in (delta, gap_formula(0.4)):
    assert filling_is_right(value)

# Direct minimization: gap, energy and exponent
min_gap, min_gain = best_spiral(lam)
half_gap, half_gain = best_spiral(lam / 2)
assert abs(min_gap / delta - 1) < 1e-3
assert abs(min_gain / gain_formula(lam) - 1) < 1e-5
assert abs(half_gap / gap_formula(lam / 2) - 1) < 1e-3
assert abs(half_gain / gain_formula(lam / 2) - 1) < 1e-5
slope = np.log(half_gap / min_gap) / (2 / lam - 1 / lam)
assert abs(slope + 1) < 1e-3

# Collinear wave at the example coupling and at a weaker one
lam_weak = 0.15
col_gap, col_gain = collinear(lam)
weak_gap, weak_gain = collinear(lam_weak)
ratio_gap, ratio_gain = col_gap / delta, col_gain / gain_formula(lam)
weak_ratio_gap = weak_gap / gap_formula(lam_weak)
weak_ratio_gain = weak_gain / gain_formula(lam_weak)
assert abs(ratio_gap - 1) < 0.02 and abs(ratio_gain - 2) < 0.1
assert abs(weak_ratio_gap - 1) < 0.005 and abs(weak_ratio_gain - 2) < 0.02

edges = spiral_levels(np.array([0.0, 2.0]), delta)
order = delta * ef / g_example

print(f"density n = {density:.1f} 1/nm")
print(f"coupling g = {g_example:.1f} eV nm")
print(f"kF = {kf:.4f} 1/nm")
print(f"eF = {ef:.4f} eV")
print(f"hbar vF = {hbar_vf:.4f} eV nm")
print(f"lambda = {lam:.5f}, 1/lambda = {1 / lam:.4f}")
print(f"Delta/eF = {delta:.5f}")
print(f"Delta = {delta * ef:.5f} eV")
print(f"full crossing gap 2 Delta = {2 * delta * ef:.5f} eV")
print(f"weak-coupling Delta = {8 * ef * np.exp(-1 / lam):.5f} eV")
print(f"relative error of weak form = {1 - 8 * np.exp(-1 / lam) / delta:.2e}")
print(f"order parameter S = {order:.5f} 1/nm")
print(f"S divided by its maximum n/2 = {2 * order / density:.5f}")
print("band energies minus eF, Hartree shift omitted:")
print(f"  lower band at k=0: {(edges[0, 0] - 1) * ef:.5f} eV")
print(f"  lower band at k=2kF: {(edges[1, 0] - 1) * ef:.6f} eV")
print(f"  upper band at k=0: {(edges[0, 1] - 1) * ef:.5f} eV")
print(f"energy gain per electron = {gain_formula(lam) * ef * 1e3:.5f} meV")
print(f"Delta^2/(16 eF) = {delta**2 / 16 * ef * 1e3:.5f} meV")
print("dependence on coupling:")
for g_value in (0.4, 0.8, 1.2):
    lam_value = g_value / (2 * np.pi * hbar_vf)
    print(f"  g = {g_value:.1f} eV nm: 1/lambda = {1 / lam_value:.4f}, "
          f"Delta = {gap_formula(lam_value) * ef * 1e3:.4f} meV")
print("tests:")
print(f"  Wick pair-density error = {wick:.1e}")
print(f"  ring, lambda = {lam_ring}: Delta/eF = {ring_gap:.5f}")
print(f"  formula, same lambda: Delta/eF = {gap_formula(lam_ring):.5f}")
print(f"  minimized energy: Delta = {min_gap * ef:.5f} eV")
print(f"  minimized gain per electron = {min_gain * ef * 1e3:.5f} meV")
print(f"  slope of ln Delta against 1/lambda = {slope:.5f}")
print("collinear wave relative to spiral:")
print(f"  example: gap ratio {ratio_gap:.5f}, gain ratio {ratio_gain:.5f}")
print(f"  lambda = {lam_weak}: gap ratio {weak_ratio_gap:.5f}, "
      f"gain ratio {weak_ratio_gain:.5f}")
print(f"  collinear full gap, example = {2 * col_gap * ef:.5f} eV")
print("all good")
```

Output:

```
density n = 5.0 1/nm
coupling g = 0.8 eV nm
kF = 7.8540 1/nm
eF = 2.3502 eV
hbar vF = 0.5985 eV nm
lambda = 0.21275, 1/lambda = 4.7004
Delta/eF = 0.07274
Delta = 0.17095 eV
full crossing gap 2 Delta = 0.34191 eV
weak-coupling Delta = 0.17094 eV
relative error of weak form = 8.27e-05
order parameter S = 0.21369 1/nm
S divided by its maximum n/2 = 0.08548
band energies minus eF, Hartree shift omitted:
  lower band at k=0: -0.17095 eV
  lower band at k=2kF: -0.001554 eV
  upper band at k=0: 0.17095 eV
energy gain per electron = 0.77715 meV
Delta^2/(16 eF) = 0.77721 meV
dependence on coupling:
  g = 0.4 eV nm: 1/lambda = 9.4008, Delta = 1.5542 meV
  g = 0.8 eV nm: 1/lambda = 4.7004, Delta = 170.9546 meV
  g = 1.2 eV nm: 1/lambda = 3.1336, Delta = 820.5764 meV
tests:
  Wick pair-density error = 1.7e-18
  ring, lambda = 0.4: Delta/eF = 0.66135
  formula, same lambda: Delta/eF = 0.66113
  minimized energy: Delta = 0.17095 eV
  minimized gain per electron = 0.77715 meV
  slope of ln Delta against 1/lambda = -1.00002
collinear wave relative to spiral:
  example: gap ratio 0.99538, gain ratio 1.99058
  lambda = 0.15: gap ratio 0.99986, gain ratio 1.99971
  collinear full gap, example = 0.34033 eV
all good
```
